# Current-corrected Fermi-hole curvature for real and complex open p shells: a program that tests the result

```python
"""
Result under test, for one spin channel of a single determinant:
    D = tau - tau_W - j^2/(2 n)
is the gauge-invariant curvature of the Fermi hole: the spherically averaged
same-spin conditional density at distance s is (2/3) D s^2 + O(s^4).
For k electrons in a p shell f(r) a_i.r, D = (k-1) f^2/2 for any real or complex
orthonormal a_i.  With filled s shells, n D depends only on r and on
q = sum_i |a_i.rhat|^2, so its angular average is the same for all occupations.
n: density, tau: (1/2) sum |grad psi|^2, tau_W: |grad n|^2/(8 n), j: current density.
Model: hydrogenic 1s, 2s, 2p orbitals of nuclear charge Z.  Hartree atomic units.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto

Z = 4.0
PZ = np.array([[0], [0], [1]], dtype=complex)
PPLUS = np.array([[1], [1j], [0]], dtype=complex) / np.sqrt(2)


def radial(r):
    """Values and radial derivatives of 1s, 2s and of the p factor f."""
    c1, c2 = np.sqrt(Z**3 / np.pi), np.sqrt(Z**3 / (32 * np.pi))
    e1, e2 = np.exp(-Z * r), np.exp(-Z * r / 2)
    u1, du1 = c1 * e1, -Z * c1 * e1
    u2 = c2 * (2 - Z * r) * e2
    du2 = c2 * (-Z - Z / 2 * (2 - Z * r)) * e2
    f = c2 * Z * e2
    return [(u1, du1), (u2, du2)], (f, -Z / 2 * f)


def orbitals(points, a, n_s=2):
    """Orbitals (..., m) and gradients (..., m, 3); columns of a are p vectors."""
    r = np.linalg.norm(points, axis=-1)
    rhat = points / r[..., None]
    shells, (f, df) = radial(r)
    psi, grad = [], []
    for u, du in shells[:n_s]:
        psi.append(u + 0j)
        grad.append(du[..., None] * rhat + 0j)
    for vec in a.T:
        dot = points @ vec
        psi.append(f * dot)
        grad.append(f[..., None] * vec + (df * dot)[..., None] * rhat)
    return np.stack(psi, axis=-1), np.stack(grad, axis=-2)


def local(psi, grad):
    n = np.sum(abs(psi)**2, axis=-1)
    tau = 0.5 * np.sum(abs(grad)**2, axis=(-1, -2))
    v = np.sum(psi.conj()[..., None] * grad, axis=-2)
    tau_w = np.sum((2 * v.real)**2, axis=-1) / (8 * n)
    j2 = np.sum(v.imag**2, axis=-1)
    return dict(n=n, tau=tau, tw=tau_w, j=np.sqrt(j2),
                bare=tau - tau_w, D=tau - tau_w - j2 / (2 * n))


# Directions and weights for averages over the unit sphere
mu, wmu = np.polynomial.legendre.leggauss(10)
phi = 2 * np.pi * (np.arange(20) + 0.3) / 20
M, PH = np.meshgrid(mu, phi, indexing="ij")
dirs = np.stack([np.sqrt(1 - M**2) * np.cos(PH),
                 np.sqrt(1 - M**2) * np.sin(PH), M], axis=-1).reshape(-1, 3)
wdir = np.repeat(wmu / 2, 20) / 20

r0 = 1.0
magic = r0 * np.array([np.sqrt(2 / 3), 0.0, np.sqrt(1 / 3)])
equator = r0 * np.array([1.0, 0.0, 0.0])
at_z = local(*orbitals(magic, PZ))
at_p = local(*orbitals(magic, PPLUS))
eq_z = local(*orbitals(equator, PZ))
eq_p = local(*orbitals(equator, PPLUS))


# Fermi-hole curvature from the pair density itself, without any gradients
def conditional_over_s2(point, a, s):
    psi0, _ = orbitals(point, a)
    psi1, _ = orbitals(point + s * dirs, a)
    n0, n1 = np.sum(abs(psi0)**2), np.sum(abs(psi1)**2, axis=-1)
    gamma = psi1.conj() @ psi0
    return np.sum(wdir * (n0 * n1 - abs(gamma)**2)) / n0 / s**2


def D_from_pairs(point, a):
    coarse = conditional_over_s2(point, a, 0.01)
    fine = conditional_over_s2(point, a, 0.005)
    return 1.5 * (4 * fine - coarse) / 3


pair_z, pair_p = D_from_pairs(magic, PZ), D_from_pairs(magic, PPLUS)
assert abs(pair_z - at_z["D"]) < 1e-5
assert abs(pair_p - at_p["D"]) < 1e-5
assert abs(pair_p - at_p["bare"]) > 1e-2      # current term is needed


# Gauge change, with gradients from finite differences of the phased orbitals
def phased(point):
    chi = 0.7 * point[0] - 0.4 * point[1] * point[2] + 0.5 * point[2]
    return orbitals(point, PPLUS)[0] * np.exp(1j * chi)


h = 1e-4
fd_grad = np.stack([(phased(magic + h * e) - phased(magic - h * e)) / (2 * h)
                    for e in np.eye(3)], axis=-1)
gauged = local(phased(magic), fd_grad)
assert abs(gauged["D"] - at_p["D"]) < 1e-6
assert abs(gauged["bare"] - at_p["bare"]) > 1e-2

# Bare p shell, and p shell with s shells, for random complex occupations
rng = np.random.default_rng(3)
r_test = 0.8
shells, (f, df) = radial(r_test)
for k in (1, 2, 3):
    averages = []
    for trial in range(3):
        raw = rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3))
        a = np.linalg.qr(raw)[0][:, :k]
        pts = r_test * dirs
        bare_shell = local(*orbitals(pts, a, n_s=0))
        assert np.allclose(bare_shell["D"], (k - 1) * f**2 / 2, atol=1e-10)
        full = local(*orbitals(pts, a))
        q = np.sum(abs(dirs @ a)**2, axis=-1)
        (u, du), (v, dv) = shells
        total = (u * dv - v * du)**2 + k * f**2 * (u**2 + v**2)
        for s, ds in shells:
            w = s * df - f * ds
            total = total + r_test**2 * q * (w**2 + 2 * s * f * w / r_test)
        total = total + (k - 1) * f**4 * r_test**2 * q
        assert np.allclose(full["n"] * full["D"], total / 2, atol=1e-10)
        averages.append(np.sum(wdir * full["n"] * full["D"]))
    assert np.ptp(averages) < 1e-10

single = local(*orbitals(r_test * dirs, PPLUS, n_s=0))
assert np.allclose(single["bare"], f**2 / 4, atol=1e-10)

# Equal densities give equal D; different densities need not
assert abs(at_z["n"] - at_p["n"]) < 1e-12
assert abs(at_z["D"] - at_p["D"]) < 1e-12
assert abs(at_z["tw"] - at_p["tw"]) > 1e-3
assert abs(eq_z["D"] - eq_p["D"]) > 1e-2

shell_z = local(*orbitals(r0 * dirs, PZ))
shell_p = local(*orbitals(r0 * dirs, PPLUS))
avg = {key: (np.sum(wdir * shell_z["n"] * shell_z[key]),
             np.sum(wdir * shell_p["n"] * shell_p[key])) for key in ("bare", "D")}
f0 = radial(r0)[1][0]
assert abs(avg["bare"][1] - avg["bare"][0] - f0**4 * r0**2 / 12) < 1e-10


def elf(n, curvature):
    uniform = 0.3 * (6 * np.pi**2)**(2 / 3) * n**(5 / 3)
    return 1 / (1 + (curvature / uniform)**2)


# Exact Hartree plus exchange is equal for p_z and p_plus (Gaussian integrals)
mol = gto.M(atom="H 0 0 0", spin=1, verbose=0,
            basis={"H": [[0, [1.0, 1.0]], [0, [0.3, 1.0]], [1, [0.6, 1.0]]]})
eri, overlap = mol.intor("int2e"), mol.intor("int1e_ovlp")


def coulomb_exchange(a):
    P = np.zeros((5, 5), dtype=complex)
    P[:2, :2] = np.linalg.inv(overlap[:2, :2])
    P[2:, 2:] = a @ a.conj().T
    hartree = 0.5 * np.einsum("ijkl,ji,lk->", eri, P, P).real
    exchange = -0.5 * np.einsum("ijkl,jk,li->", eri, P, P).real
    return hartree, exchange


gauss_z, gauss_p = coulomb_exchange(PZ), coulomb_exchange(PPLUS)
assert abs(sum(gauss_z) - sum(gauss_p)) < 1e-10
assert abs(gauss_z[1] - gauss_p[1]) > 1e-4


# Becke-Roussel exchange energy of one spin channel
def br_energy(a, current, n_r=240, n_mu=48, only_1s=False):
    t, wt = np.polynomial.legendre.leggauss(n_r)
    t, wt = (t + 1) / 2, wt / 2
    r, wr = 12 * t**2, 24 * t * wt
    c, wc = np.polynomial.legendre.leggauss(n_mu)
    R, C = np.meshgrid(r, c, indexing="ij")
    pts = np.stack([R * np.sqrt(1 - C**2), 0 * R, R * C], axis=-1)
    psi, grad = orbitals(pts, a)
    levels = -Z**2 / 2 / np.array([1.0, 2.0, 2.0])**2
    if only_1s:
        psi, grad, levels = psi[..., :1], grad[..., :1, :], levels[:1]
    loc = local(psi, grad)
    n = loc["n"]
    lap = 4 * loc["tau"] + np.sum(
        4 * (-Z / R[..., None] - levels) * abs(psi)**2, axis=-1)
    Q = (lap - 4 * loc["D" if current else "bare"]) / 6
    target = 3 * Q / (2 * np.pi**(2 / 3) * n**(5 / 3))
    low, high = np.full_like(n, 1e-12), np.full_like(n, 400.0)
    for _ in range(65):
        x = (low + high) / 2
        below = (1 - 2 / x) * np.exp(2 * x / 3) < target
        low, high = np.where(below, x, low), np.where(below, high, x)
    x = (low + high) / 2
    shape = -np.expm1(-x) / x - 0.5 * np.exp(-x)
    potential = -(8 * np.pi * n)**(1 / 3) * np.exp(x / 3) * shape
    weight = 2 * np.pi * (wr * r**2)[:, None] * wc[None, :]
    return 0.5 * np.sum(weight * n * potential)


e_1s = br_energy(PZ, True, only_1s=True)
assert abs(e_1s + 5 * Z / 16) < 1e-5          # exact self-exchange of 1s
ex_z = br_energy(PZ, True)
ex_p = br_energy(PPLUS, True)
ex_p_bare = br_energy(PPLUS, False)
assert abs(ex_z - br_energy(PZ, False)) < 1e-9
assert ex_p < ex_p_bare - 1e-5
for a, current, value in ((PZ, True, ex_z), (PPLUS, True, ex_p),
                          (PPLUS, False, ex_p_bare)):
    assert abs(br_energy(a, current, 170, 34) - value) < 5e-6


# Orientation-dependent Hartree energy: quadrupole of the p density
def quadrupole(r, a):
    c, wc = np.polynomial.legendre.leggauss(8)
    R = r[..., None]
    pts = np.stack([R * np.sqrt(1 - c**2), 0 * R * c, R * c], axis=-1)
    density = np.sum(abs(orbitals(pts, a, n_s=0)[0])**2, axis=-1)
    return 2 * np.pi * np.sum(wc * density * (1.5 * c**2 - 0.5), axis=-1)


def quadrupole_energy(a):
    t, wt = np.polynomial.legendre.leggauss(100)
    t, wt = (t + 1) / 2, wt / 2
    r, wr = 12 * t**2, 24 * t * wt
    inner = np.sum(wt * t**4 * quadrupole(r[:, None] * t[None, :], a), axis=1)
    return np.sum(wr * r**4 * quadrupole(r, a) * inner)


eh_z, eh_p = quadrupole_energy(PZ), quadrupole_energy(PPLUS)
assert abs((eh_z - eh_p) - 3 / 50 * 45 * Z / 512) < 1e-8
d_hartree = eh_p - eh_z
split_bare = d_hartree + ex_p_bare - ex_z
split_current = d_hartree + ex_p - ex_z
ev = physical_constants["Hartree energy in eV"][0]

print(f"Nuclear charge Z = {Z:.1f}")
print(f"Radius of the sample points = {r0:.2f} bohr")
print(f"p factor squared f^2 at this radius = {f0**2:.5f} a.u.")
print("Point with cos^2(theta) = 1/3, all in a.u.:")
for name, d in (("p_z", at_z), ("p_plus", at_p)):
    print(f"  {name}: density n = {d['n']:.5f}")
    print(f"  {name}: tau = {d['tau']:.5f}")
    print(f"  {name}: tau_W = {d['tw']:.5f}")
    print(f"  {name}: |j| = {d['j']:.5f}")
    print(f"  {name}: j^2/(2n) = {d['j']**2 / (2 * d['n']):.5f}")
    print(f"  {name}: tau - tau_W = {d['bare']:.5f}")
    print(f"  {name}: D = {d['D']:.5f}")
    print(f"  {name}: ELF without current = {elf(d['n'], d['bare']):.4f}")
    print(f"  {name}: ELF with current = {elf(d['n'], d['D']):.4f}")
print(f"D from pair density, p_z = {pair_z:.5f} a.u.")
print(f"D from pair density, p_plus = {pair_p:.5f} a.u.")
print(f"After gauge change, p_plus: tau - tau_W = {gauged['bare']:.5f} a.u.")
print(f"After gauge change, p_plus: D = {gauged['D']:.5f} a.u.")
print("Point on the equator, all in a.u.:")
for name, d in (("p_z", eq_z), ("p_plus", eq_p)):
    print(f"  {name}: n = {d['n']:.5f}, tau - tau_W = {d['bare']:.5f}, D = {d['D']:.5f}")
print("Angular averages at the same radius, in a.u.:")
print(f"  n(tau - tau_W): p_z {avg['bare'][0]:.6f}, p_plus {avg['bare'][1]:.6f}")
print(f"  n D: p_z {avg['D'][0]:.6f}, p_plus {avg['D'][1]:.6f}")
print("Becke-Roussel exchange energy of the spin channel:")
print(f"  1s alone = {e_1s:.5f} hartree, exact = {-5 * Z / 16:.5f} hartree")
print(f"  p_z = {ex_z:.5f} hartree")
print(f"  p_plus without current = {ex_p_bare:.5f} hartree")
print(f"  p_plus with current = {ex_p:.5f} hartree")
print("Differences p_plus minus p_z:")
print(f"  Hartree energy = {1000 * d_hartree:.2f} millihartree")
print(f"  exact exchange energy = {-1000 * d_hartree:.2f} millihartree")
print(f"  BR exchange without current = {1000 * (ex_p_bare - ex_z):.2f} millihartree")
print(f"  BR exchange with current = {1000 * (ex_p - ex_z):.2f} millihartree")
print(f"  Hartree + BR, no current = {1000 * split_bare:.2f} millihartree = {split_bare * ev:.3f} eV")
print(f"  Hartree + BR, with current = {1000 * split_current:.2f} millihartree = {split_current * ev:.3f} eV")
print("OK")
```

Output:

```
Nuclear charge Z = 4.0
Radius of the sample points = 1.00 bohr
p factor squared f^2 at this radius = 0.18656 a.u.
Point with cos^2(theta) = 1/3, all in a.u.:
  p_z: density n = 0.11566
  p_z: tau = 0.14795
  p_z: tau_W = 0.06808
  p_z: |j| = 0.00000
  p_z: j^2/(2n) = 0.00000
  p_z: tau - tau_W = 0.07987
  p_z: D = 0.07987
  p_z: ELF without current = 0.7106
  p_z: ELF with current = 0.7106
  p_plus: density n = 0.11566
  p_plus: tau = 0.14795
  p_plus: tau_W = 0.04300
  p_plus: |j| = 0.07616
  p_plus: j^2/(2n) = 0.02508
  p_plus: tau - tau_W = 0.10495
  p_plus: D = 0.07987
  p_plus: ELF without current = 0.5871
  p_plus: ELF with current = 0.7106
D from pair density, p_z = 0.07987 a.u.
D from pair density, p_plus = 0.07987 a.u.
After gauge change, p_plus: tau - tau_W = 0.13324 a.u.
After gauge change, p_plus: D = 0.07987 a.u.
Point on the equator, all in a.u.:
  p_z: n = 0.05347, tau - tau_W = 0.14097, D = 0.14097
  p_plus: n = 0.14676, tau - tau_W = 0.09839, D = 0.06874
Angular averages at the same radius, in a.u.:
  n(tau - tau_W): p_z 0.009238, p_plus 0.012138
  n D: p_z 0.009238, p_plus 0.009238
Becke-Roussel exchange energy of the spin channel:
  1s alone = -1.25000 hartree, exact = -1.25000 hartree
  p_z = -2.20206 hartree
  p_plus without current = -2.16652 hartree
  p_plus with current = -2.18164 hartree
Differences p_plus minus p_z:
  Hartree energy = -21.09 millihartree
  exact exchange energy = 21.09 millihartree
  BR exchange without current = 35.54 millihartree
  BR exchange with current = 20.42 millihartree
  Hartree + BR, no current = 14.45 millihartree = 0.393 eV
  Hartree + BR, with current = -0.67 millihartree = -0.018 eV
OK
```
